\section*{Velocity-gauge spectra, missing bands and the false low-frequency divergence}

\section*{The two current terms}

\textbf{Q:} I want the optical spectrum of an insulator near its gap. In velocity gauge I need momentum matrix elements between the bands on either side of the gap, and nothing else. Distant bands have large energy denominators, so I leave them out.

\textbf{A:} What does your formula do at low frequency?

\textbf{Q:} It goes to $-\infty$ as $1/\omega^2$. I took that for a numerical fault.

\textbf{A:} Let us write the response down and see where it comes from. I use atomic units, electron charge $-1$, independent electrons in a local potential $V$, one filled band with two spins, and a uniform field along $x$. Local-field corrections are left out. With $E=-dA/dt$,
\begin{equation}
H(A)=\tfrac12(p+A)^2+V=H+Ap+\tfrac12A^2 .
\end{equation}
The electric current per cell is $J=-\langle\sum(p+A)\rangle$. Its explicit $A$ is the diamagnetic term, which contributes $-N_eA$, with $N_e=2$ electrons per cell.

For the other term, let $A(t)=A_\omega e^{-i\omega t}+A_\omega^*e^{i\omega t}$. The field admixes a conduction state $c$ into the valence state $v$ at the same $k$, with amplitude $b_c$. To first order, with $\Delta=E_c-E_v$,
\begin{align}
i\dot b_c&=\Delta\, b_c+p_{cv}A(t),\\
b_c&=-p_{cv}\left[\frac{A_\omega e^{-i\omega t}}{\Delta-\omega}+\frac{A_\omega^*e^{i\omega t}}{\Delta+\omega}\right].
\end{align}
The change of $\langle p\rangle$ is $\sum_c(p_{vc}b_c+\text{c.c.})$. Its $e^{-i\omega t}$ part is
\begin{equation}
-\sum_c|p_{cv}|^2\left[\frac1{\Delta-\omega}+\frac1{\Delta+\omega}\right]A_\omega
=-\sum_c\frac{2\Delta|p_{cv}|^2}{\Delta^2-\omega^2}A_\omega .
\end{equation}
Summing over spin and averaging over $N_k$ points gives
\begin{equation}
J_\omega=[\Pi(\omega)-N_e]A_\omega,\qquad
\Pi(\omega)=\frac2{N_k}\sum_{k,c}\frac{2\Delta|p_{cv}|^2}{\Delta^2-\omega^2}.
\end{equation}
Since $J=dP/dt$, we have $P_\omega=J_\omega/(-i\omega)$, and $E=-dA/dt$ gives $A_\omega=E_\omega/(i\omega)$. The product of the two denominators is $\omega^2$, so
\begin{equation}
\alpha(\omega)=\frac{\Pi(\omega)-N_e}{\omega^2},\qquad
\varepsilon=1+\frac{4\pi\alpha}{\Omega},
\label{raw}
\end{equation}
where $\Omega$ is the cell volume.

\textbf{Q:} So an insulator has a finite static $\varepsilon$ only if $\Pi(0)=N_e$. Why should that hold?

\textbf{A:} Because a constant $A$ produces no electric field. On cell-periodic functions the Hamiltonian is $H_k=\frac12(p+k)^2+V$, and adding $A$ turns $H_k$ into $H_{k+A}$. Second-order perturbation theory in $A$ gives
\begin{equation}
E_v(k+A)=E_v+A\,p_{vv}+\tfrac12A^2-A^2\sum_c\frac{|p_{cv}|^2}{\Delta}+\dots
\end{equation}
Comparison with the Taylor series of $E_v$ yields
\begin{equation}
E_v''(k)=1-\sum_c\frac{2|p_{cv}|^2}{\Delta}.
\label{mass}
\end{equation}
Average this over the zone and multiply by two for spin. The right side becomes $N_e-\Pi(0)$. The left side is proportional to the difference of $E_v'$ between the two ends of the zone, which vanishes because $E_v$ is periodic. Hence $\Pi(0)=N_e$, with the sum running over all conduction bands.

\section*{Truncation}

\textbf{Q:} And if I keep only $M$ conduction bands?

\textbf{A:} Then the cancellation is incomplete by
\begin{equation}
D_M=N_e-\Pi_M(0)=\frac2{N_k}\sum_k\sum_{c>M}\frac{2|p_{cv}|^2}{\Delta}\ge0,
\end{equation}
and (\ref{raw}) contains $-D_M/\omega^2$. That is the response of $D_M$ free electrons per cell. A state at $k+A$ cannot in general be expanded in a few bands taken at $k$, so in the truncated space a constant $A$ is no longer a mere shift of $k$, and it costs energy.

Take a model crystal of parallel chains: Gaussian wells of depth 0.5 hartree and width 0.6 bohr, lattice constant 6 bohr, and 36 bohr$^2$ of cross-section per chain, so $\Omega=216$ bohr$^3$. The gap is 0.2271 hartree (6.18 eV). With one conduction band $D_1=0.2052$. Diagonalizing the truncated Hamiltonian at small finite $A$ gives an energy curvature of 0.2052 as well; with all 20 conduction bands of the basis the curvature vanishes to numerical accuracy.

At $\omega=0.01$ hartree the false term in $\varepsilon$ is
\begin{equation}
-\frac{4\pi D_1}{\Omega\omega^2}=-\frac{4\pi\times0.2052}{216\times10^{-4}}\approx-119.4 .
\end{equation}
The truncated formula gives $\varepsilon=-116.9$, where all bands give 2.50.

\section*{What to subtract}

\textbf{Q:} Then I subtract the static value of $\varepsilon$.

\textbf{A:} The truncated $\varepsilon$ has no finite static value. What you can subtract is the static current response of the same bands: put $\Pi_M(0)$ in place of $N_e$. Using
\begin{equation}
\frac1{\Delta^2-\omega^2}-\frac1{\Delta^2}=\frac{\omega^2}{\Delta^2(\Delta^2-\omega^2)},
\end{equation}
you obtain
\begin{equation}
\alpha_M(\omega)=\frac{\Pi_M(\omega)-\Pi_M(0)}{\omega^2}
=\frac2{N_k}\sum_k\sum_{c\le M}\frac{2|p_{cv}|^2}{\Delta(\Delta^2-\omega^2)} .
\label{sub}
\end{equation}
The factor $\omega^2$ has cancelled, so the limit $\omega\to0$ is finite.

\textbf{Q:} Is this more than cosmetic?

\textbf{A:} Yes, it is the length-gauge result for those bands. Differentiate $H_ku_v=E_vu_v$ with respect to $k$ and project on $u_c$. Since $\partial_kH_k=p+k$ for a local potential,
\begin{equation}
p_{cv}=-\Delta\langle u_c|\partial_ku_v\rangle=i\Delta\,x_{cv},\qquad x_{cv}=i\langle u_c|\partial_ku_v\rangle .
\end{equation}
Inserting $|p_{cv}|^2=\Delta^2|x_{cv}|^2$ in (\ref{sub}) gives
\begin{equation}
\alpha_M(\omega)=\frac2{N_k}\sum_k\sum_{c\le M}\frac{2\Delta|x_{cv}|^2}{\Delta^2-\omega^2}.
\end{equation}

\textbf{Q:} So the missing bands no longer matter?

\textbf{A:} Their polarizability is still missing. Let $\Delta_{\rm next}$ be the lowest transition energy to an omitted band. For $\omega<\Delta_{\rm next}$,
\begin{equation}
0\le\alpha-\alpha_M=\frac2{N_k}\sum_k\sum_{c>M}\frac{2|p_{cv}|^2}{\Delta(\Delta^2-\omega^2)}
\le\frac{D_M}{\Delta_{\rm next}^2-\omega^2}.
\end{equation}
Here $\Delta_{\rm next}=0.646$ hartree for $M=1$, so the static bound is $0.2052/0.646^2\approx0.49$ bohr$^3$. The actual loss is 0.31 out of 25.74 bohr$^3$, and $\varepsilon(0)$ is 2.479 instead of 2.498.

With $M=2$ the subtracted value is 2.497, but $D_2=0.0316$ still puts a false $-18.4$ into the raw $\varepsilon$ at $\omega=0.01$ hartree. Convergence of the subtracted form therefore says little about the raw one: an omitted transition enters $D_M$ with $1/\Delta$ and the static polarizability with $1/\Delta^3$.

\textbf{Q:} You compare two forms built from the same bands. Is 25.74 itself right?

\textbf{A:} It can be found without any optical formula. A slow static potential energy $\lambda\cos qx$ exerts the force $\lambda q\sin qx$. The electrons respond with a displacement density $(\alpha/a)\lambda q\sin qx$, where $a$ is the lattice constant. Minus its derivative is the density change, $-(\alpha/a)\lambda q^2\cos qx$. Diagonalizing supercells of 24 and 48 cells and extrapolating to $q=0$ gives 25.74 bohr$^3$.

\section*{Absorption and broadening}

\textbf{Q:} I plot absorption. Was my belief wrong there too?

\textbf{A:} Within the range of the transitions you kept, here 0.227 to 0.571 hartree, it was nearly right over most of it. Absorption comes from pairs with $\Delta$ near $\omega$, and in that range those are the ones you kept. Toward $\Delta_{\rm next}$ the broadened tail of the omitted band matters, and here the kept transition is also forbidden at $k=0$, the top of its range. With a broadening of 0.01 hartree, one band with subtraction is within 1\% up to 0.50 hartree, about 9\% low at 0.57 hartree, and gives less than half of the small absorption at 0.62 hartree. At 0.05 hartree above the gap ($\omega\approx0.277$ hartree), with a broadening $\eta=0.01$ hartree, one band with subtraction and all bands both give $\operatorname{Im}\varepsilon=2.93$, and they differ by 0.0003. Without subtraction the false term derived next adds about 0.011 at this frequency.

Inside the gap, broadening exposes the error. A field switched on slowly varies as $e^{-izt}$ with $z=\omega+i\eta$, so every $\omega$ above becomes $z$, including the prefactor. The false term then has an imaginary part:
\begin{equation}
\operatorname{Im}\left(-\frac{D_M}{z^2}\right)=\frac{2\omega\eta D_M}{(\omega^2+\eta^2)^2}.
\end{equation}
At $\omega=0.02$ hartree the fraction multiplying $D_1$ is $4\times10^{-4}/(5\times10^{-4})^2=1600$. Multiplied by $4\pi D_1/\Omega=0.01194$, it gives a false absorption of 19.1. The subtracted form gives 0.009, the tail of the broadened transitions.

\textbf{Q:} My code broadens $\Pi$ but divides by the real $\omega^2$.

\textbf{A:} Then you have multiplied the correct $\alpha_M(z)$ by
\begin{equation}
\frac{z^2}{\omega^2}=1-\frac{\eta^2}{\omega^2}+\frac{2i\eta}{\omega}.
\end{equation}
At $\omega=0.02$ hartree this is $0.75+i$. The factor $i$ turns the real part of $\varepsilon-1$, about 1.49, into absorption, and $\operatorname{Im}\varepsilon$ comes out as 1.49 instead of 0.009. As $\omega\to0$ at fixed $\eta$, the real part of $\alpha$ diverges as $-\eta^2\alpha_M(i\eta)/\omega^2$, in spite of the subtraction.

\section*{A metal}

\textbf{Q:} Can I leave the subtraction switched on for every crystal?

\textbf{A:} Not for a metal. Equation (\ref{mass}) holds at each $k$, but if the band is partly filled, the sum of $E_v''$ over occupied states need not vanish. With all bands included,
\begin{equation}
N_e-\Pi(0)=\frac2{N_k}\sum_{k\,\rm occ}E_v''(k)
\end{equation}
is the true Drude weight. With the same bands half filled, so that $N_e=1$, it is 0.611 electrons per cell, both from the momentum elements and from the band curvature. Subtraction would delete this real response. If you truncate the bands of a metal, use (\ref{sub}) for the interband part and add $-1/\omega^2$ times the Drude weight taken from the curvature.

\section*{Excitons}

\textbf{Q:} My real calculation solves the Bethe-Salpeter equation. I keep the independent-particle velocities and subtract the static value.

\textbf{A:} That removes the divergence, but in the Tamm-Dancoff form it changes the spectrum. Take one conduction band and the Tamm-Dancoff form, with resonant and antiresonant parts uncoupled. The pair Hamiltonian is $\mathcal H=\Delta+K$, a matrix in $k$, where $K$ is the electron-hole attraction. Write $x_{cv}=id_k$; in this inversion-symmetric crystal $d$ and $\mathcal H$ can be chosen real. A field pulse $E=F\delta(t)$ couples through $+xE$, so the pair amplitudes $b$ obey $i\dot b=\mathcal Hb+id\,E$. They jump to $Fd$ and then evolve as $b=Fe^{-i\mathcal Ht}d$. The polarization per cell is
\begin{align}
P(t)&=-\frac2{N_k}\sum_k(x_{cv}^*b_k+\text{c.c.})
=\frac{4F}{N_k}\,d^{T}\sin(\mathcal Ht)\,d,\\
\dot P(t)&=\frac{4F}{N_k}\,(\mathcal Hd)^{T}\cos(\mathcal Ht)\,d .
\end{align}
The current vector is therefore $\mathcal Hd$. The independent-particle velocity supplies $\Delta d$ and misses $Kd$. For a contact kernel this belongs to the Tamm-Dancoff form. If the antiresonant coupling is kept, a contact kernel acts on $b_k$ as the element $v_{cv}(k)$ of a real local potential. Time reversal gives $v_{cv}(-k)=v_{cv}(k)^*$ and $x_{cv}(-k)=x_{cv}(k)^*$, so $\sum_kx_{cv}^*v_{cv}$ is real, its contribution $-i\sum_kx_{cv}^*v_{cv}+\text{c.c.}$ to the rate vanishes, and $\Delta d$ is then the exact vector. An attraction of finite range acts as a nonlocal potential, so this argument fails for it. In the model, Gaussian and exponential attractions with ranges from 0.5 to 6 bohr let the antiresonant term cancel only part of $Kd$, less as the range grows, and $\Delta d$ is then not the current vector even with the coupling kept. Below, correct means equal to the length gauge of the same Tamm-Dancoff Hamiltonian.

\textbf{Q:} How does that enter the spectrum?

\textbf{A:} Let $\mathcal HA_\lambda=E_\lambda A_\lambda$. For a current vector $j$, the exciton states replace the pairs in $\Pi$, so $\Pi(\omega)=\frac2{N_k}\sum_\lambda 2E_\lambda(A_\lambda\!\cdot j)^2/(E_\lambda^2-\omega^2)$, and the subtraction used in (\ref{sub}) now gives
\begin{equation}
\alpha(\omega)=\frac2{N_k}\sum_\lambda\frac{2(A_\lambda\!\cdot j)^2}{E_\lambda(E_\lambda^2-\omega^2)} .
\end{equation}
With $j=\mathcal Hd$ we have $A_\lambda\!\cdot j=E_\lambda A_\lambda\!\cdot d$, and the length-gauge form with strengths $(A_\lambda\!\cdot d)^2$ follows. With $j=\Delta d$ each strength is multiplied by
\begin{equation}
r_\lambda=\left[\frac{A_\lambda\!\cdot\Delta d}{E_\lambda\,A_\lambda\!\cdot d}\right]^2 .
\end{equation}
For a bound exciton every $\Delta$ exceeds $E_\lambda$, so $r_\lambda>1$ if the products $A_{\lambda k}d_k$ share one sign.

In the model, a contact attraction of 1 hartree\,bohr binds the lowest exciton by 0.0156 hartree (0.43 eV), and $r=1.41$. At $\omega=0.02$ hartree the length gauge and the subtracted form with $\mathcal Hd$ both give $\varepsilon=2.77$. With $\Delta d$ the result is a smooth and finite 3.55, which is not the length-gauge value of this Hamiltonian. Both numbers belong to the Tamm-Dancoff form; with the antiresonant coupling kept, the contact model gives 3.21 in either gauge.

\textbf{Q:} So a finite limit at $\omega\to0$ does not show that the spectrum is right.

\textbf{A:} It does not, and neither does the size of the residue $N_e-\Pi(0)$ before subtraction. In this example it is 0.52 with the correct vector and $-0.18$ with the wrong one, which is smaller in magnitude. The useful check is against the length gauge, with the same bands, the same $K$ and the same $z$.

\section*{Computed values}
\begin{verbatim}
lattice constant 6.0 bohr, chain cross-section 36.0 bohr^2
well depth 0.50 hartree, well width 0.60 bohr
k points 160, conduction bands in full set 20
gap 0.22711 hartree = 6.180 eV
Ne - Pi(0), all bands: 3.3e-14 electrons
M = conduction bands kept; deficit in electrons; subtracted static eps
  M=1: deficit 2.052e-01, eps(0) 2.47938
  M=2: deficit 3.159e-02, eps(0) 2.49680
  M=3: deficit 5.051e-03, eps(0) 2.49752
  M=4: deficit 9.269e-04, eps(0) 2.49756
  M=6: deficit 2.979e-05, eps(0) 2.49756
energy curvature in constant A, M=1: 0.205226 electrons
energy curvature in constant A, all bands: -5.6e-11 electrons
static alpha per cell, band sum: 25.7412 bohr^3
static alpha, supercells 24, 48: 25.5333, 25.6889 bohr^3
static alpha, supercells extrapolated: 25.7407 bohr^3
static eps, all bands: 2.49756
alpha missing for M=1: 0.31254 bohr^3, bound 0.49136 bohr^3
lowest transition to an omitted band, M=1: 0.64627 hartree
real eps without broadening: raw M=1, subtracted M=1, all bands
  w=0.01 hartree: -116.9130, 2.4817, 2.4999
  w=0.02 hartree: -27.3599, 2.4888, 2.5069
  w=0.05 hartree: -2.2357, 2.5401, 2.5584
  w=0.10 hartree: 1.5652, 2.7591, 2.7776
broadening eta 0.010 hartree
Im eps in the gap at w=0.02 hartree, M=1:
  raw 19.1126
  subtracted, 1/z^2 prefactor 0.0094
  subtracted, 1/w^2 prefactor 1.4934
Im eps above the gap at w=0.2771 hartree:
  subtracted M=1 2.9310, all bands 2.9313
half filling, Drude weight from Pi: 0.61126 electrons per cell
half filling, from band curvature: 0.61126 electrons per cell
contact attraction 1.00 hartree bohr
lowest exciton 0.21148 hartree = 5.755 eV
exciton binding 0.01563 hartree = 0.425 eV
polarization rate at t=1.0 a.u. per unit kick, numerical: 1.44377
  from H d: 1.44377, from pair velocity: 1.74497
exciton Ne - Pi(0), current H d: 0.51598
exciton Ne - Pi(0), pair velocity: -0.17513
exciton eps at w=0.02 hartree, length: 2.7714
  subtracted, current H d: 2.7714
  subtracted, pair velocity: 3.5458
lowest exciton strength, pair velocity / correct: 1.4133
\end{verbatim}
